# Shifted Sternheimer equations and the polarizability of NO

Eight linear systems, one for each spin-up electron of the NO molecule, are started from zero with correctly projected right-hand sides. In exact arithmetic, conjugate gradients should solve them all. In double precision the run meets a search direction of curvature $-5.25$ hartree within 14 steps, and the method has lost its footing. With a component of only $10^{-6}$ of the lowest core orbital in the starting vectors, this happens within 5 steps; with a kinetic-energy preconditioner, within 2. Why it happens shows how the equations should be posed.

## The equations and their defect

Let $F$ be the real symmetric one-electron operator of one spin, in an orthonormal basis, with $F\psi_i=\varepsilon_i\psi_i$. The orbitals $i=1,\dots,N$ are occupied, in rising order of energy, and a gap separates $\varepsilon_N$ from $\varepsilon_{N+1}$. Define $P=\sum_{i\le N}\psi_i\psi_i^T$ and $Q=1-P$. Hartree atomic units are used unless another unit is given.

A perturbation $\mathcal E h$ changes each orbital by $\mathcal E\,\delta\psi_i$ to first order. The terms linear in $\mathcal E$ of the eigenvalue equation are

$$(F-\varepsilon_i)\,\delta\psi_i=-(h-\varepsilon_i^{(1)})\,\psi_i .$$

Split $\delta\psi_i=x_i+\sum_{j\le N}c_{ji}\psi_j$ with $x_i=Q\,\delta\psi_i$. Orthonormality to first order requires $c_{ij}+c_{ji}=0$. The occupied part therefore adds to the density matrix

$$\sum_{ij}c_{ji}\left(\psi_i\psi_j^T+\psi_j\psi_i^T\right)=0,$$

because an antisymmetric coefficient multiplies a symmetric object. Only $x_i$ matters:

$$\delta D=\sum_{i\le N}\left(\psi_i x_i^T+x_i\psi_i^T\right).$$

Applying $Q$ to the first-order equation, with $QF=FQ$ and $Q\psi_i=0$, gives the Sternheimer equation

$$(F-\varepsilon_i)\,x_i=-Qh\psi_i .$$

Its attraction is that it needs products with $F$ and the occupied orbitals, but no empty ones. Its defect is the matrix. On the whole space $F-\varepsilon_i$ has the eigenvalues $\varepsilon_j-\varepsilon_i$: negative for every lower occupied orbital, zero for $i$ itself, positive for the empty ones. For orbital 8 of the example the lowest is $-20.7027+0.4278=-20.2749$ hartree.

## What conjugate gradients require

For a symmetric matrix $A$ and right-hand side $b$, conjugate gradients look for the minimum of $f(x)=\tfrac12x^TAx-b^Tx$, whose gradient is $-r$, with $r=b-Ax$. Along a direction $p$,

$$f(x+ap)=f(x)-a\,p^Tr+\tfrac12a^2\,p^TAp .$$

If $p^TAp>0$, the minimum is at $a=p^Tr/p^TAp$. If $p^TAp<0$, the same $a$ marks a maximum, and if $p^TAp=0$ no step length exists.

Let $M$ be a symmetric positive definite preconditioner ($M=1$ for none), and $z_m=Mr_m$. The recursion is

$$x_{m+1}=x_m+a_mp_m,\qquad r_{m+1}=r_m-a_mAp_m,\qquad p_{m+1}=z_{m+1}+\beta_mp_m,$$

with $p_0=z_0$. Suppose the directions up to $p_m$ are conjugate, $p_j^TAp_k=0$ for $j\ne k$. Then $r_{m+1}^Tp_j=0$ for all $j\le m$: for $j=m$ by the choice of $a_m$, for $j<m$ because both terms of $r_{m+1}$ are orthogonal to $p_j$. Since $z_j=p_j-\beta_{j-1}p_{j-1}$, also $r_{m+1}^Tz_j=0$. Inserting $Ap_j=(r_j-r_{j+1})/a_j$ gives $z_{m+1}^TAp_j=0$ for $j<m$, so only conjugacy to $p_m$ must be imposed:

$$\beta_m=-\frac{z_{m+1}^TAp_m}{p_m^TAp_m}=\frac{z_{m+1}^Tr_{m+1}}{a_m\,p_m^TAp_m}=\frac{z_{m+1}^Tr_{m+1}}{z_m^Tr_m},\qquad a_m=\frac{z_m^Tr_m}{p_m^TAp_m}.$$

The last form of $a_m$ uses $p_m^Tr_m=z_m^Tr_m$, which follows from $r_m^Tp_{m-1}=0$.

For several orbitals the vectors become columns of one array. Each column has its own $\varepsilon_i$, $a_m$ and $\beta_m$, while the product with $F$ is made for all columns together. A column is frozen once its residual norm falls below $10^{-9}$.

## Why a clean start is not enough

Take $M=1$ and $x_0=0$. The first residual is $-Qh\psi_i$, and $A=F-\varepsilon_i$ commutes with $Q$. Every later vector then lies in the empty space, where the eigenvalues start at $\varepsilon_{N+1}-\varepsilon_i>0$. The unshifted system is sound there, as long as nothing leaks out.

To see what a leak does, write $r_m=\pi_m(A)r_0$, where $\pi_m$ is a polynomial with $\pi_m(0)=1$. Let $\theta$ be one of its zeros and $\pi_m(\lambda)=(\lambda-\theta)g(\lambda)$. As $r_m$ is orthogonal to the space spanned by $r_0,\dots,A^{m-1}r_0$, and $g(A)r_0$ belongs to that space, $\theta$ is an eigenvalue of $A$ restricted to it. For a clean start the zeros thus lie between the lowest and highest eigenvalues of the empty space. A small residual component along an occupied $\psi_j$ below $\psi_i$ is multiplied by

$$\pi_m(\varepsilon_j-\varepsilon_i)=\prod_{k=1}^m\left(1+\frac{\varepsilon_i-\varepsilon_j}{\theta_k}\right),$$

as long as it is too small to affect the $\theta_k$. Every factor exceeds one. For orbital 8 and a core component, $\theta_k$ ranges from 0.50 to $15.62+0.43=16.05$ hartree, so a factor lies between 2.3 and 42. Over the first 13 steps the mean factor is about 8.7, a growth of roughly $2\times10^{12}$. Rounding of relative size $10^{-16}$ then reaches about $10^{-4}$. That is enough, because the proper residual has meanwhile shrunk to a similar size. If the residual is projected back into the empty space after every step, the breakdown disappears, so the leak is its cause. The exact step and curvature at which the unprojected run fails depend on the order of rounding and can differ between machines.

A preconditioner opens the door wider. One that does not commute with $P$ turns a residual in the empty space into a direction with occupied parts at once. The one used here is the inverse of the kinetic energy plus 1 hartree; without a shift it led to a curvature of $-3.57$ hartree.

## Moving the occupied levels out of the way

The remedy is to alter the matrix only where the solution has no component:

$$(F-\varepsilon_i+\sigma P)\,x_i=-Qh\psi_i .$$

The eigenvalues become $\varepsilon_j-\varepsilon_i+\sigma$ for occupied $j$, and stay $\varepsilon_a-\varepsilon_i$ for empty $a$. The lowest occupied value over all the systems is $\varepsilon_1-\varepsilon_N+\sigma$. With an open gap, all $N$ matrices are therefore positive definite if and only if

$$\sigma>\varepsilon_N-\varepsilon_1 .$$

The solution has not changed. Multiplying from the left by $\psi_j^T$ gives $(\varepsilon_j-\varepsilon_i+\sigma)\,\psi_j^Tx_i=0$, hence $\psi_j^Tx_i=0$. So $Px_i=0$, the shift term vanishes, and $x_i$ obeys the original equation for every $\sigma$ above the threshold, where no factor in the bracket vanishes.

This relies on $P$ being made of eigenvectors. If the orbitals are imperfect, with $F\psi_j=\varepsilon_j\psi_j+\rho_j$, the same multiplication gives

$$\psi_j^Tx_i=-\frac{\rho_j^Tx_i}{\varepsilon_j-\varepsilon_i+\sigma}.$$

The contamination is of first order in the orbital error, and a denominator near zero magnifies it. A margin above the threshold is therefore useful. With a margin of 1 hartree,

$$\sigma=(-0.4278+20.7027)+1=21.2749\ \text{hartree},$$

which needs no empty level. Half of $\varepsilon_8-\varepsilon_1$ would not do: the lowest eigenvalue for orbital 8 would still be $-10.14$ hartree. With the full shift it is 0.4998 hartree, the gap itself.

The solutions were tested against the explicit sum

$$x_i=-\sum_{a>N}\psi_a\,\frac{\psi_a^Th\psi_i}{\varepsilon_a-\varepsilon_i},$$

available because this basis is small enough to diagonalise $F$. The largest difference in any element was $1.8\times10^{-10}$. The shifted solver also recovered this solution from the contaminated start and with the preconditioner, the two cases that broke the unshifted one.

The shift has a price. For orbital 8 it puts the highest occupied level at $\sigma$, above the top of the empty range, so the condition number on the whole space is 42.6, against 32.1 in the empty space alone. The operator $\sum_j(c-\varepsilon_j)\psi_j\psi_j^T$ avoids this: it puts all occupied eigenvalues at $c-\varepsilon_i$. With $c=\varepsilon_N+1$ hartree, they fall at 1 hartree for orbital 8, inside the empty range, and the condition number stays at 32.1. The plain shift needs only $P$ and one number, and is kept here.

## When to stop

In the empty space the error $e=x-x_i$ satisfies $r=-Ae$, so

$$\|e\|\le\frac{\|r\|}{\varepsilon_{N+1}-\varepsilon_i}.$$

A small gap makes a given residual less trustworthy. It also slows the iteration. Since $f$ equals $\tfrac12e^TAe$ plus a constant, and $r_m$ is orthogonal to all earlier directions, $x_m$ minimises the energy norm $\sqrt{e^TAe}$ over the space searched. Hence $e_m=\pi_m(A)e_0$ is at least as good, in this norm, as with any other polynomial of degree at most $m$ equal to one at zero. Let the eigenvalues in the empty space lie between $\lambda_-$ and $\lambda_+$, with $\kappa=\lambda_+/\lambda_-$, and choose the Chebyshev polynomial

$$\pi(\lambda)=\frac{T_m\!\left(\frac{\lambda_++\lambda_--2\lambda}{\lambda_+-\lambda_-}\right)}{T_m(y)},\qquad y=\frac{\kappa+1}{\kappa-1}.$$

The numerator is at most one in size on the interval. The denominator is $\tfrac12(w^m+w^{-m})$ with $w=y+\sqrt{y^2-1}=(\sqrt\kappa+1)/(\sqrt\kappa-1)$. Therefore

$$\frac{\|e_m\|_A}{\|e_0\|_A}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^m .$$

For orbital 8, $\kappa=16.05/0.4998=32.1$ and the rate is 0.70. After 12 steps the bound is $2\times0.70^{12}=0.028$; the error ratio found was $5.0\times10^{-4}$. The residual bound on the error norm was $1.0\times10^{-3}$, against an actual $4.5\times10^{-4}$. Both bounds hold with room to spare. As the gap closes, $\kappa$ diverges, and no shift of the occupied levels can help.

For the lowest core orbital $\kappa=(15.62+20.70)/(0.07+20.70)=1.75$, and 9 plain steps suffice. The preconditioner raises this to 32. Two things act. The matrix was already close to a multiple of the identity in the empty space, and dividing by a strongly varying kinetic energy raises the condition number there to about 12. The preconditioner also couples in the shifted occupied levels, which brings it to about 72 on the whole space. For orbitals 4 to 8 it still saves steps, for example 20 instead of 27 for orbital 8. The projected form $QMQ$ keeps the directions in the empty space: orbital 8 then needs about 11 steps and orbital 3 about 13 instead of 24, while orbital 1 needs about 23, still more than without it. In this example the projected form is best applied to orbitals 3 to 8 and left off the two core orbitals.

## From orbitals to polarizability

An electron has charge $-1$, so a field $\mathcal E$ along $z$ adds $+\mathcal Ez$ to its energy. The electronic dipole is $-\mathrm{Tr}(Dz)$, and its derivative with respect to the field is

$$\alpha_{zz}=-\mathrm{Tr}(\delta D\,z)=-2\sum_i x_i^Tz\,\psi_i,$$

summed over both spins. The density change also alters the Fock operator. In unrestricted Hartree–Fock theory (UHF) the perturbation for spin $s$ is

$$h_s=z+J[\delta D_\uparrow+\delta D_\downarrow]-K[\delta D_s],$$

with $J$ the Coulomb and $K$ the exchange operator of the given density matrix. Positive definite inner systems do not guarantee that simple repetition of this outer loop converges. But the map $h\to G(h)$ is affine, so a combination of earlier trials with weights summing to one has the same combination of residuals $G(h)-h$. Anderson mixing picks the weights that minimise the combined residual, then adds that residual to the combined trial. This took 12, 14 and 17 cycles for fields along $x$, $y$ and $z$.

The molecule lies along $z$ with a bond length set to 1.15 Å, in the aug-cc-pVTZ basis of 92 functions. The unpaired electron occupies the real $\pi^*$ orbital along $x$. Turning that orbital about the axis costs no energy, so the outer equations have a zero mode. The mode is odd under both reflections $x\to-x$ and $y\to-y$, whereas a uniform field along an axis is odd under at most one of them. It is not excited.

| $\alpha$ (bohr³) | $xx$ | $yy$ | $zz$ | mean |
|---|---|---|---|---|
| $h=z$ or its $x$, $y$ analogue | 7.60 | 8.19 | 13.85 | 9.88 |
| self-consistent | 9.06 | 8.72 | 15.00 | 10.93 |

Self-consistency raises the mean by 11% and reverses the order of $xx$ and $yy$. That it can raise $\alpha$ at all is seen from one excitation $i\to a$ of one spin. With $x_i=c\,\psi_a$, the induced element $\psi_a^Th\psi_i$ is $c[2(ai|ai)-(ai|ai)-(aa|ii)]$, so the energy denominator becomes

$$\varepsilon_a-\varepsilon_i-\left[(aa|ii)-(ai|ai)\right].$$

The bracket equals $\tfrac12\iint|\psi_a(1)\psi_i(2)-\psi_i(1)\psi_a(2)|^2/r_{12}$ and is not negative: the electron is attracted to the hole it leaves. Coulomb coupling between different excitations can work the other way; in this molecule the net effect on the mean is an increase.

A separate test solved the full UHF problem in fields of $\pm5.14$ MV/cm along $z$. The dipole difference gave 15.0031 bohr³, against 15.0029 from the Sternheimer equations, and the density responses differed by a relative $10^{-4}$. The central difference cancels all terms of the dipole and density that are even in the field, so the test says nothing about those. The odd terms beyond the linear one are negligible here at this field along $z$.

## The number in an interlayer gap

The mean is $10.93$ bohr³ $=1.62$ Å³. For a gap between conductors filled with NO at 300 K and 760 Torr, $n=2.446\times10^{19}$ cm⁻³. With polarization $n\alpha\mathcal E$,

$$k-1=4\pi n\alpha=4\pi\,(2.446\times10^{19})(1.619\times10^{-24})=5.0\times10^{-4}.$$

The Lorentz local field would raise this by a relative $(k-1)/3\approx1.7\times10^{-4}$, which is negligible.

The polarizability itself is less certain. Going from aug-cc-pVDZ to aug-cc-pVTZ added 0.055 Å³; a further diffuse shell on the smaller basis added 0.065 Å³, so the basis limit has not been shown to be reached. Diffuse $s$, $p$ and $d$ shells added to aug-cc-pVTZ raise the self-consistent $xx$, $yy$ and $zz$ by about 0.14, 0.12 and 0.06 bohr³ and the mean by about 0.016 Å³, or 1%; the order of $xx$ and $yy$ is kept. A bond longer by 0.02 Å adds 0.064 Å³ in the smaller basis. The measured mean is roughly 1.7 Å³, close to the UHF value. Second-order perturbation theory (UMP2) in the smaller basis lowers the result by about 0.35 Å³, away from experiment. The drop comes from $zz$, which falls from 14.7 to 7.1 bohr³, while $xx$ rises by 0.7 and $yy$ falls by 0.3. In aug-cc-pVTZ $zz$ falls further, from 15.0 to about 5, so this shift is not converged with the basis. It is therefore a warning about the treatment of correlation, not a correction to apply. The spin contamination of the reference, $\langle S^2\rangle=0.795$ instead of 0.75, is a possible cause, but this was not tested. Vibrational polarizability and spin–orbit coupling are left out.

The permanent dipole $\mu$ also responds by turning. For classical rotation, the Boltzmann weight $1+\mu\mathcal E\cos\vartheta/k_BT$ and $\langle\cos^2\vartheta\rangle=1/3$ give an extra polarizability $\mu^2/3k_BT$. In aug-cc-pVDZ this is 0.50 Å³ with the UHF dipole of 0.25 debye, but 0.02 Å³ with the UMP2 dipole of 0.05 debye. In aug-cc-pVTZ the dipoles are 0.24 and 0.13 debye, giving about 0.47 and 0.13 Å³. Both methods put the negative end at oxygen, opposite to the sense usually assigned to the measured dipole; only the square enters here. The measured dipole is roughly 0.15 debye, which scales the term to about 0.2 Å³, or a tenth of the electronic part.

Real gaps break a stronger assumption, that gas fills the whole space. If a solid liner of constant $k_s$ takes a small fraction $f$ of the width, in series with the gas, then $1/k=1-f+f/k_s$ and the liner adds about $f(1-1/k_s)$ to $k$. For an oxide with $k_s$ roughly 4, this equals the whole gas contribution at $f\approx7\times10^{-4}$. In such a gap the liner, not the polarizability of the gas, sets the departure of $k$ from one unless it is thinner than that. The computed polarizabilities, dipoles and gas density are in the numerical output.

## Calculated quantities

```
bond length = 1.15 angstrom
basis functions, aug-cc-pVTZ = 92
occupied orbitals, up / down = 8 / 7
UHF <S^2> = 0.7946 (pure doublet 0.75)
spin-up orbital: energy (hartree), CG steps plain, preconditioned
  1: -20.7027, 9, 32
  2: -15.7367, 10, 32
  3: -1.6158, 24, 26
  4: -0.9713, 29, 24
  5: -0.7911, 25, 16
  6: -0.7010, 33, 25
  7: -0.6478, 27, 17
  8: -0.4278, 27, 20
lowest empty spin-up level = 0.0720 hartree
highest empty spin-up level = 15.621 hartree
gap = 0.4998 hartree = 13.60 eV
shift = 21.2749 hartree
lowest eigenvalue of the matrix for orbital 8 (hartree):
  no shift -20.2749, half of e8-e1 -10.1374, full 0.4998
condition number, whole space = 42.56
condition number, empty space = 32.11
largest CG minus sum-over-states element = 1.8e-10 a.u.
no shift: lowest curvature met (hartree), steps run
  clean start: -5.2488, 14
  core part 1e-6 in start: -7.3522, 5
  preconditioned: -3.5658, 2
orbital 8 after 12 steps: energy-norm error ratio = 4.96e-04
  bound on that ratio = 2.77e-02
  error norm = 4.49e-04, residual bound = 1.02e-03 a.u.
polarizability xx, yy, zz, mean (bohr^3):
  uncoupled: 7.604, 8.188, 13.845, 9.879
  self-consistent: 9.059, 8.720, 15.003, 10.927
outer cycles x, y, z = 12, 14, 17
finite-field zz = 15.0031, Sternheimer zz = 15.0029 bohr^3
test field = 5.14 MV/cm
relative density-response difference = 9.9e-05
mean polarizability = 1.6193 angstrom^3
shifts of the mean (angstrom^3):
  aug-cc-pVDZ to aug-cc-pVTZ: +0.0553
  extra diffuse shell on aug-cc-pVDZ: +0.0645
  bond longer by 0.02 angstrom: +0.0638
  UMP2 minus UHF, aug-cc-pVDZ: -0.3517
dipole size, UHF / UMP2 = 0.248 / 0.054 debye
orientation term, UHF / UMP2 dipole = 0.495 / 0.023 angstrom^3
gas at 300 K, 760 Torr: 2.446e+19 per cm^3
k - 1, electronic = 4.978e-04
k - 1, orientation, UHF / UMP2 dipole = 1.52e-04 / 7.13e-06
relative local-field correction = 1.7e-04
```
